# Linear voltage-controlled magnetic anisotropy from d levels at a metal–oxide interface, part 2

The problem is how an electric field changes the magnetic anisotropy of one ferromagnetic atomic layer between a metal and an oxide. The $z$ axis is the interface normal and a fourfold axis. The field $F$ in the oxide is positive from metal to oxide. The spin moment points along $\hat{\mathbf m}$, at angle $\theta$ to $z$. The energy per atom is $K\sin^2\theta$, so $K>0$ means an easy normal. With $A$ the area per atom,

$$\beta=\frac1A\frac{dK}{dF}\bigg|_{F=0}.$$

Section 1 showed that $K(F)=K(-F)$ if the layer and its surroundings are symmetric under $z\to-z$. It also gave the rough estimate $dK/dF\sim q\,\xi^2/4\Gamma$, where unit field removes $q$ electrons per atom.

The real d orbitals $i$ have levels $\varepsilon_{i\sigma}=\varepsilon_i-\sigma\Delta/2$, with $\sigma=+1$ for majority spin ($\uparrow$), $-1$ for minority ($\downarrow$), and exchange splitting $\Delta$. Energies are measured from the chemical potential $\mu=0$, at zero temperature. The metal gives every level the self-energy $-i\Gamma$, hence

$$n(\varepsilon)=\frac12-\frac1\pi\arctan\frac{\varepsilon}{\Gamma},\qquad D(\varepsilon)=-\frac{dn}{d\varepsilon}=\frac{\Gamma/\pi}{\varepsilon^2+\Gamma^2}$$

for the occupation and the density of states at $\mu$.

The perturbation is $V=\xi\,\mathbf L\cdot\mathbf S$, with $\mathbf L$ and $\mathbf S$ in units of $\hbar$. Between real orbitals $\langle i|\mathbf L|j\rangle=i\,\boldsymbol\ell_{ij}$, with $\boldsymbol\ell_{ii}=0$. With $a=(i,\sigma)$, the second-order part of the grand potential $\Omega$ is

$$\Omega_2=\frac12\sum_{ab}|V_{ab}|^2\chi_{ab},\qquad \chi_{ab}=\frac{n_a-n_b}{\varepsilon_a-\varepsilon_b},$$

where $\chi=-D(\varepsilon)$ for equal energies. It gives

$$K=\frac{\xi^2}4\sum_pc_p\sum_{\sigma\sigma'}\sigma\sigma'\,\chi_p^{\sigma\sigma'}.$$

In the order of the list in section 7, $c_p=1,3,1,-1,-4$ for the pairs $(xy,\pi)$, $(z^2,\pi)$, $(x^2-y^2,\pi)$, $(\pi,\pi)$ and $(xy,x^2-y^2)$. Here $\pi$ is either member of the degenerate doublet $xz,yz$, and $(\pi,\pi)$ is the pair $(xz,yz)$. For each pair,

$$X_{ij}=\chi_{ij}^{\uparrow\uparrow}+\chi_{ij}^{\downarrow\downarrow}-\chi_{ij}^{\uparrow\downarrow}-\chi_{ij}^{\downarrow\uparrow}.$$

The "pair test" in the computed values checks the second-order energy for two weakly coupled levels at $-0.40$ and $0.40$ eV, each with its own explicit bath.

## 8. Why the potentials may be frozen

The levels depend on the charge and moment of the layer, which could themselves depend on $\hat{\mathbf m}$. At second order in $\xi$ this does not matter. Let the exchange splitting obey the Stoner condition $\Delta=IM$, where $M=\sum\sigma n_{i\sigma}$ is the spin moment in Bohr magnetons. Let $v$ be a common electrostatic shift of the d levels, and let the field fix their electron number $N$. The mean-field energy is the stationary value of

$$\Phi(v,\Delta)=\Omega(v,\Delta)-vN+\frac{\Delta^2}{4I}.$$

Indeed $\partial\Omega/\partial v=\sum n$ and $\partial\Omega/\partial\Delta=-M/2$, so the two stationarity conditions are $\sum n=N$ and $\Delta=IM$.

The first-order term $\sum V_{aa}n_a$ vanishes because $\boldsymbol\ell_{ii}=0$. Hence $\Phi=\Phi_0+\Omega_2+O(\xi^3)$, and $v$ and $\Delta$ move from their values at $\xi=0$ by amounts of order $\xi^2$. Since $\Phi_0$ is stationary there, these movements change the energy at order $\xi^4$. Thus $K$ may be computed with the potentials found without spin–orbit coupling. Those potentials do depend on $F$, at first order.

## 9. Shifts of levels and occupations

Three things move a level when the field is applied.

First, an electron has potential energy $+eFz$ in a potential $-Fz$. An orbital that reaches further into the oxide is raised more. This is described by $e s_iF$, where $s_i$ is an effective length that includes the screening of the field inside the layer. The lengths are inputs of the model, with $s_{xz}=s_{yz}$. Since $z$ is unchanged by the fourfold group, it does not mix orbitals of different representations.

Second, the levels share a common shift $uF$. Third, the exchange splitting changes by $wF$. Together,

$$\varepsilon'_{i\sigma}\equiv\frac{d\varepsilon_{i\sigma}}{dF}=es_i+u-\frac{\sigma w}2,\qquad \frac{dn_{i\sigma}}{dF}=-D_{i\sigma}\varepsilon'_{i\sigma}.$$

Gauss's law fixes $u$. The field vanishes deep in the metal and is $F$ in an oxide of relative permittivity $\kappa$, so the metal surface carries the charge $\kappa\varepsilon_0F$ per area. For $F>0$ it is positive: electrons are removed. If the d shell of this layer supplies a fraction $\eta$,

$$\sum_{i\sigma}D_{i\sigma}\varepsilon'_{i\sigma}=q,\qquad q=\frac{\eta\kappa\varepsilon_0A}{e}.$$

The Stoner condition fixes $w$:

$$w=I\frac{dM}{dF}=-I\sum_{i\sigma}\sigma D_{i\sigma}\varepsilon'_{i\sigma}.$$

Define the sums

$$D_0=\sum D_{i\sigma},\quad D_1=\sum\sigma D_{i\sigma},\quad S_0=\sum D_{i\sigma}es_i,\quad S_1=\sum\sigma D_{i\sigma}es_i .$$

Inserting $\varepsilon'_{i\sigma}$ and using $\sigma^2=1$ gives two linear equations,

$$D_0u-\tfrac12D_1w=q-S_0,\qquad ID_1u+\left(1-\tfrac12ID_0\right)w=-IS_1 .$$

Let $D_\uparrow$ and $D_\downarrow$ be the sums over one spin. Since $D_0^2-D_1^2=4D_\uparrow D_\downarrow$, the determinant is

$$D_0-\tfrac12I(D_0^2-D_1^2)=D_0(1-g),\qquad g=\frac{2ID_\uparrow D_\downarrow}{D_\uparrow+D_\downarrow}.$$

Cramer's rule then yields

$$u=\frac{(q-S_0)(1-\frac12ID_0)-\frac12ID_1S_1}{D_0(1-g)},\qquad
w=-\frac{I\left[D_0S_1+D_1(q-S_0)\right]}{D_0(1-g)} .$$

The number $g$ has a direct meaning. At fixed charge, a change $\delta\Delta$ alters the moment by $2D_\uparrow D_\downarrow\,\delta\Delta/D_0$, and the Stoner condition returns $g\,\delta\Delta$. With the d charge held fixed, as assumed here, the moment is stable for $g<1$, and the linear response diverges as $g\to1$. If instead the common shift were held fixed, the Stoner condition would return $\tfrac12ID_0\,\delta\Delta$, which is never smaller than $g\,\delta\Delta$.

If a constant is added to every $s_i$, the solution $u$ falls by the same energy and $\varepsilon'_{i\sigma}$ is unchanged. The origin of $z$ therefore has no influence; differences of the $s_i$ matter.

## 10. The linear coefficient

Differentiating the quotient $\chi_{ab}$ gives

$$\chi'_{ab}=\underbrace{\frac{-D_a\varepsilon'_a+D_b\varepsilon'_b}{\varepsilon_a-\varepsilon_b}}_{\text{occupations}}\;\underbrace{-\;\chi_{ab}\frac{\varepsilon'_a-\varepsilon'_b}{\varepsilon_a-\varepsilon_b}}_{\text{energy denominators}} .$$

For the degenerate pair $(\pi,\pi)$ with equal spins, both levels move together and $\chi=-D(\varepsilon)$, so

$$\chi'=-\frac{dD}{d\varepsilon}\,\varepsilon'=\frac{2\varepsilon D}{\varepsilon^2+\Gamma^2}\,\varepsilon' .$$

No energy difference changes here, and the term is counted with the occupations. The result is

$$\boxed{\;\beta=\frac{\xi^2}{4A}\sum_pc_p\sum_{\sigma\sigma'}\sigma\sigma'\,\chi_p'^{\,\sigma\sigma'}\;}$$

with $\varepsilon'$ from section 9. It is linear in the two sources, the charge $q$ and the lengths $s_i$, so $\beta$ is also the sum of a charge part and an orbital part.

In the mirror-symmetric case of section 1 the lengths are equal and the layer gains no net charge at first order. Then $q=0$, all $\varepsilon'$ vanish and $\beta=0$, as required. In general $\beta$ can have either sign. The minority $(\pi,\pi)$ term, for instance, changes sign when the doublet passes through $\mu$, because $D$ has its maximum there.

The formulas were tested by diagonalizing the ten-state Hamiltonian with spin–orbit coupling, solving for $v$ and $\Delta$ separately in each moment direction, and taking a finite difference in $F$. This is possible because the self-energy $-i\Gamma$ is the same for all states: each eigenvalue $E$ is again a level of width $\Gamma$ and adds

$$W(E)=E\,n(E)+\frac{\Gamma}{2\pi}\ln(E^2+\Gamma^2)+\text{const},\qquad \frac{dW}{dE}=n(E),$$

to $\Omega$. At small $\xi$, averaged over $\pm\xi$ to remove odd powers, $K$ agreed within 1 percent. So did $\beta$, and for each source alone the difference was below 1 percent of the full $\beta$.

## 11. Worked example: the anisotropy

The parameters are round numbers and describe no particular material: $\Gamma=0.3$ eV, $\Delta=2.4$ eV, $\xi=0.05$ eV, $A=0.08\ \mathrm{nm^2}$, $\kappa=10$ and $\eta=0.8$. The minority levels are $-0.40$ ($xy$), $0.10$ ($\pi$), $0.80$ ($z^2$) and $0.40$ eV ($x^2-y^2$). The lengths $s_i$ are $0.005$ nm for $\pi$, $0.010$ nm for $z^2$ and zero for the others.

For the pair $(xy,x^2-y^2)$ the minority term is $(0.795-0.205)/(-0.80)=-0.738\ \mathrm{eV^{-1}}$. The majority and spin-flip terms bring $X$ to $-0.418\ \mathrm{eV^{-1}}$. With $\xi^2/4=6.25\times10^{-4}\ \mathrm{eV^2}$ and weight $-4$, the contribution is $1.046$ meV. In the order of the list in section 7,

$$K=-0.330+0.304-0.075+0.316+1.046=1.261\ \mathrm{meV},$$

or $2.53\ \mathrm{mJ/m^2}$.

## 12. Worked example: the field coefficient

The charge is $q=0.0354$ electrons per V/nm. The spin sums are $D_\uparrow=0.107$ and $D_\downarrow=2.805\ \mathrm{eV^{-1}}$, so $D_0=2.912$ and $D_1=-2.698\ \mathrm{eV^{-1}}$. The moment $M=2.868$ gives $I=2.4/2.868=0.837$ eV and $g=0.172$, so the moment is stable at fixed d charge. It owes this to the electrostatic constraint, since $\tfrac12ID_0=1.22$ exceeds 1.

The formula for $D$ gives $0.955$ and $0.018\ \mathrm{eV^{-1}}$ for a minority and a majority $\pi$ level, and $0.131$ and $0.036\ \mathrm{eV^{-1}}$ for $z^2$. With two $\pi$ orbitals, $S_0=0.0114$ and $S_1=-0.0103$ per V/nm. Then

$$w=\frac{0.837\,(2.912\times0.0103+2.698\times0.0240)}{2.912\times0.828}\ \mathrm{eV}\approx33\ \mathrm{meV}$$

per V/nm, and likewise $u=-7.0$ meV per V/nm. The minority levels lose electrons and the majority levels gain a few, so the moment grows, and the splitting grows with it. The minority shifts $es_i+u+w/2$ are $9.4$ meV for $xy$ and $x^2-y^2$, $14.4$ meV for $\pi$ and $19.4$ meV for $z^2$, per V/nm.

The minority terms $c_p\chi'^{\downarrow\downarrow}_p$, in $10^{-3}\ \mathrm{eV^{-1}}$ per V/nm, are:

| pair | occupations | denominators |
|---|---|---|
| $xy,\pi$ | −20.4 | 8.0 |
| $z^2,\pi$ | 48.2 | 8.7 |
| $x^2-y^2,\pi$ | 33.9 | −10.7 |
| $\pi,\pi$ | −27.6 | 0 |
| $xy,x^2-y^2$ | 0 | 0 |

As an example, the first occupation entry is $(-3.61+13.79)/(-0.50)=-20.4$, from the printed changes of occupation. The last row vanishes because the two levels move together and lie symmetrically about $\mu$, where their $D$ are equal. The pair that dominates $K$ thus contributes nothing to $\beta$ through its minority term.

The table sums to $40.1$, which times $\xi^2/4$ is $25.1\ \mu$eV per V/nm. Terms with a majority level add $2.2$, giving $27.3\ \mu$eV per V/nm and

$$\beta=54.6\ \mathrm{fJ/(V\,m)} .$$

The estimate $q\xi^2/4\Gamma$ of section 1 is $74\ \mu$eV per V/nm, 2.7 times the result. It sets only a scale, since the result is a sum of terms of both signs that partly cancel.

Split by channel, occupations give $62.9$ and denominators $-8.3$ fJ/(V m). Split by source, the screening charge gives $35.4$ and the orbital shifts $19.2$ fJ/(V m). The two splits answer different questions: the orbital shifts also change occupations, and the charge also changes spin-flip denominators through $w$.

With the exchange splitting held fixed, $\beta$ would be $65.3$ fJ/(V m), so its response lowers $\beta$ by 16 percent of that value.

## 13. Accuracy and limits

Without perturbation theory in $\xi$, and with the in-plane moment along $x$, the same model gives $K/A=2.46\ \mathrm{mJ/m^2}$ and $\beta=56.1$ fJ/(V m). Relative to these, the second-order $K$ is 2.8 percent too high and the second-order $\beta$ 2.8 percent too low. Averaging over $\pm\xi$ gives $2.51\ \mathrm{mJ/m^2}$ and $54.9$ fJ/(V m), each within 0.7 percent of second order. Most of the error therefore comes from odd powers of $\xi$. From fourth order on, the direction within the plane matters: with the moment along the diagonal between $x$ and $y$, $K/A$ changes by $0.005\ \mathrm{mJ/m^2}$ and $\beta$ becomes $55.8$ fJ/(V m). When $\xi$ is small against $\Gamma$ and $g$ is not close to 1, the error is small on the scale $\xi^2/4\Gamma$; here $\xi/\Gamma=1/6$. It can still be large relative to $K$ if the terms of $K$ nearly cancel. The accuracy of the expansion for $\Gamma$ comparable to $\xi$ or smaller was not examined.

At $F=-0.5$ and $0.5$ V/nm the unexpanded $K/A$ is $2.428$ and $2.484\ \mathrm{mJ/m^2}$. Their mean differs from the zero-field value by less than $0.001\ \mathrm{mJ/m^2}$, while the field changes $K/A$ by about $0.03$. The response is nearly linear in this range. Level shifts small against $\Gamma$ keep each $D$ nearly constant. Levels far from $\mu$ do not guarantee linearity: $D_0$ is then small, and the shifts needed to remove the charge $qF$ are correspondingly larger.

These figures measure the error of the expansion within the model. They say nothing about what the model omits: orbital-dependent widths, dispersion within the layer, spin–orbit coupling in the metal, and the motion of ions or strain caused by the field. The magnetic dipole energy of the film is also outside $K$. It must be added before an easy axis is predicted. It also changes with the moment and so adds to the field coefficient. For a single square layer of spacing $a=\sqrt A$ the dipole anisotropy per atom is $-\tfrac34\times9.03\,(\mu_0/4\pi)(M\mu_B)^2/a^3$, or $-0.27\ \mathrm{mJ/m^2}$ here, and $dM/dF=w/I=0.039$ per V/nm turns this into about $-7$ fJ/(V m), some 13 percent of $\beta$. The inputs $s_i$ and $\eta$ have to come from a calculation of the real interface, and $\beta$ depends on both at first order. The full numerical output follows the text.

## Computed values

```
Gamma 0.3 eV, Delta 2.4 eV, xi 0.05 eV, area 0.08 nm^2
kappa 10.0, d-shell share of screening charge 0.8
orbital: e_up, e_dn (eV); n_up, n_dn; length (nm)
  xy: -2.80, -0.40; 0.9660, 0.7952; 0.000
  yz: -2.30, 0.10; 0.9587, 0.3976; 0.005
  z2: -1.60, 0.80; 0.9410, 0.1142; 0.010
  xz: -2.30, 0.10; 0.9587, 0.3976; 0.005
  x2-y2: -2.00, 0.40; 0.9526, 0.2048; 0.000
d electrons per atom: 6.6864 
spin moment per atom: 2.8677 Bohr magnetons
Stoner parameter I: 0.8369 eV
density of states at mu, up: 0.1069 1/eV
density of states at mu, down: 2.8046 1/eV
fixed-charge stability number (stable below 1): 0.1724 
pair test, energy from explicit baths: -0.29734 meV
pair test, energy from formula: -0.29517 meV
pair: X (1/eV), weight, contribution to K (meV)
  xy,xz: -0.5277, 1, -0.3298
  yz,z2: 0.1619, 3, 0.3036
  yz,x2-y2: -0.1193, 1, -0.0746
  yz,xz: -0.5051, -1, 0.3157
  xy,x2-y2: -0.4184, -4, 1.0460
K second order: 1.2610 meV/atom
K second order, per area: 2.5253 mJ/m^2
K without perturbation theory: 2.4567 mJ/m^2
  same, mean over +xi and -xi: 2.5094 mJ/m^2
electrons removed from d shell per V/nm: 0.03537 
common level shift u: -7.007 meV per V/nm
exchange splitting change w: 32.898 meV per V/nm
orbital: de_up, de_dn (meV per V/nm); dn_up, dn_dn (1e-3 per V/nm)
  xy: -23.456, 9.442; 0.282, -3.607
  yz: -18.456, 14.442; 0.328, -13.791
  z2: -13.456, 19.442; 0.485, -2.543
  xz: -18.456, 14.442; 0.328, -13.791
  x2-y2: -23.456, 9.442; 0.548, -3.607
dK/dF second order: 27.253 micro-eV/atom per V/nm
beta second order: 54.58 fJ/(V m)
  energy-denominator channel: -8.33 fJ/(V m)
  occupation channel: 62.91 fJ/(V m)
  source: screening charge: 35.38 fJ/(V m)
  source: orbital shifts: 19.20 fJ/(V m)
beta with exchange splitting held fixed: 65.28 fJ/(V m)
beta without perturbation theory: 56.15 fJ/(V m)
  same, mean over +xi and -xi: 54.93 fJ/(V m)
K without perturbation theory at F = -0.5 V/nm: 2.4279 mJ/m^2
K without perturbation theory at F = 0.5 V/nm: 2.4841 mJ/m^2
```
